# Gamma-only supercells and Gamma-centred meshes: band folding in a tight-binding chain

## The result

**Theorem.** Let a chain with lattice constant \(a\) have \(m\) orthonormal orbitals per primitive cell. Group \(N\) identical cells into a supercell of length \(Na\). The levels of this supercell at Gamma are, with their multiplicities, the levels of the primitive cell at
\[
k_n=\frac{2\pi n}{Na},\qquad n=0,1,\ldots,N-1 .
\]
If both calculations hold the same number of electrons per primitive cell and fill their levels from the bottom, then
\[
\frac{E_{\rm super}(\Gamma)}{N}=\frac1N\sum_{n=0}^{N-1}\sum_{b=1}^{m}f_{bn}\,\varepsilon_b(k_n).
\]

Here \(\varepsilon_b(k)\) is the energy of band \(b\), and \(f_{bn}\) is its occupation, between 0 and 2. The energy \(E\) is at first the sum of filled levels; self-consistent terms are treated later.

The assumptions are:

1. The cells are exact copies, and the two calculations use the same orbitals and the same Hamiltonian.
2. The supercell matrix includes hopping to all its periodic images.
3. One Fermi level applies to the whole mesh.

The equality holds at each finite \(N\). It does not say that \(N\) is large enough to describe the infinite chain.

## Setting up the two calculations

Let \(|j,\alpha\rangle\) be orbital \(\alpha\) in cell \(j\). Translation symmetry makes a matrix element depend on the separation of the cells alone:
\[
h_{\alpha\beta}(R)=\langle j,\alpha|H|j+R,\beta\rangle,
\qquad h(-R)=h(R)^\dagger .
\]
The second relation follows from the Hermiticity of \(H\). We take the hopping to have finite range, so the sums over \(R\) below are finite.

Collect the amplitudes in cell \(j\) into a column \(\psi_j\). Then
\[
(H\psi)_j=\sum_R h(R)\psi_{j+R}.
\]

**Primitive cell.** Insert a Bloch wave \(\psi_j=e^{ikja}u\):
\[
(H\psi)_j=\sum_Rh(R)e^{ik(j+R)a}u=e^{ikja}h(k)u,
\qquad h(k)=\sum_Rh(R)e^{ikRa}.
\]
The primitive levels at \(k\) are therefore the eigenvalues of the \(m\times m\) matrix \(h(k)\).

**Supercell.** Gamma means zero phase change across the supercell, so \(\psi_{j+N}=\psi_j\). Write each target cell as \(j+R=j'+LN\), with \(0\le j'<N\) and integer \(L\). Since \(\psi_{j'+LN}=\psi_{j'}\),
\[
(H\psi)_j=\sum_{j'=0}^{N-1}H_{jj'}\psi_{j'},\qquad
H_{jj'}=\sum_Lh(j'-j+LN).
\]
The sum over \(L\) collects the periodic images. Without it the matrix would describe a finite piece of chain with cut ends.

## Two lemmas

**Lemma 1.** The vectors with components \(\phi_n(j)=e^{ik_nja}/\sqrt N\), \(j=0,\ldots,N-1\), form a complete orthonormal set.

*Proof.* Their inner product is
\[
\sum_{j=0}^{N-1}\phi_l^*(j)\phi_n(j)
=\frac1N\sum_{j=0}^{N-1}q^j,\qquad q=e^{2\pi i(n-l)/N}.
\]
For \(n=l\), each term is one and the result is one. For \(n\ne l\), \(q\ne1\) but \(q^N=1\), so the geometric sum is \((q^N-1)/(q-1)=0\). There are \(N\) orthonormal vectors in an \(N\)-dimensional space, so they are complete. \(\square\)

**Lemma 2.** In the basis of these waves, the supercell matrix splits into the \(N\) blocks \(h(k_n)\).

*Proof.* Let \(\psi_j=\phi_n(j)u\). Because \(e^{ik_nNa}=1\), this state obeys the Gamma boundary condition, and
\[
(H\psi)_j=\sum_Rh(R)\phi_n(j+R)u
=\phi_n(j)\sum_Rh(R)e^{ik_nRa}u
=\phi_n(j)h(k_n)u.
\]
The result contains the same wave \(\phi_n\). By Lemma 1 it has no component on a wave with a different \(n\). \(\square\)

## Proof of the theorem

By Lemma 2, the \(mN\) supercell levels are the union of the \(m\) levels of each \(h(k_n)\). This proves the statement about the spectrum.

Let there be \(n_e\) electrons per primitive cell. The supercell holds \(Nn_e\) electrons. The mesh calculation also distributes \(Nn_e\) electrons over its \(N\) points before dividing by \(N\). Both fill the same list of levels with the same number of electrons, so their energies agree. If the highest filled level is degenerate and partly occupied, the choice of state within it does not change the energy. \(\square\)

**The case \(N=2\).** Suppose hopping reaches nearest cells only. Each cell then meets the other on both sides, and
\[
H=\begin{pmatrix}h(0)&s\\ s&h(0)\end{pmatrix},
\qquad s=h(1)+h(-1).
\]
The combinations \((u,u)/\sqrt2\) and \((u,-u)/\sqrt2\) give the blocks \(h(0)+s\) and \(h(0)-s\), where \(h(0)\) is the block with \(R=0\). These are the Bloch matrices at \(k=0\) and \(k=\pi/a\). The zone-edge state, which changes sign from cell to cell, has become a Gamma state of the doubled cell.

**Nonorthogonal orbitals.** The overlap matrix has the same translation symmetry, so the same waves split it into blocks \(S(k_n)\). Both calculations then solve \(h(k_n)u=\varepsilon S(k_n)u\), and the theorem survives.

**Plane waves.** The supercell's reciprocal vectors are \(2\pi p/(Na)\). Writing \(p=n+Nq\) turns them into \(k_n+2\pi q/a\). The bases match if both calculations keep the waves with \(\tfrac12|k_n+2\pi q/a|^2\) below one cutoff, in Hartree atomic units.

## Which mesh belongs to Gamma

**Corollary.** If the supercell has a phase \(\varphi\), so that \(\psi_{j+N}=e^{i\varphi}\psi_j\), its levels fold from
\[
k_n=\frac{2\pi n+\varphi}{Na}.
\]

*Proof.* The boundary condition requires \(e^{ik_nNa}=e^{i\varphi}\), which gives these points. The common factor \(e^{i\varphi j/N}\) cancels in the inner products of Lemma 1, and the calculation in Lemma 2 is unchanged. \(\square\)

A mesh shifted by half a step has \(\varphi=\pi\). It corresponds to a supercell whose wavefunction changes sign across its length, not to a Gamma-only supercell.

## A polar two-orbital chain

Let orbital 1 be an oxygen p orbital at energy \(-\Delta\), and orbital 2 a hafnium d orbital at \(+\Delta\). The hopping is \(v\) within a cell and \(w\) between oxygen and the hafnium of the preceding cell. Then
\[
h(k)=\begin{pmatrix}-\Delta&g(k)\\g^*(k)&\Delta\end{pmatrix},
\qquad g(k)=v+we^{-ika}.
\]
The characteristic equation is
\[
(-\Delta-\varepsilon)(\Delta-\varepsilon)-|g|^2
=\varepsilon^2-\Delta^2-|g|^2=0.
\]
For real \(v,w\), \(|g|^2=v^2+w^2+2vw\cos ka\). Hence
\[
\varepsilon_\pm(k)=\pm\sqrt{A+2vw\cos ka},
\qquad A=\Delta^2+v^2+w^2.
\]
With two electrons per cell the lower band is full, and
\[
E_N=-\frac2N\sum_{n=0}^{N-1}\sqrt{A+2vw\cos k_na}
\]
is the energy per primitive cell.

Take \(a=0.5\) nm, \(\Delta=2.8\) eV, \(v=1.7\) eV and \(w=-1.3\) eV. The hoppings have opposite signs because the p orbital is odd and its d neighbours are even. Their sizes differ because the oxygen is displaced towards one neighbour. These values give
\[
A=7.84+2.89+1.69=12.42\ {\rm eV}^2,\qquad 2vw=-4.42\ {\rm eV}^2.
\]

For \(N=4\), the cosines are \(1,0,-1,0\). The lower-band energies are \(-2.8284\), \(-3.5242\), \(-4.1037\) and \(-3.5242\) eV. Therefore
\[
E_4=-\frac24(2.8284+3.5242+4.1037+3.5242)
=-6.990\ {\rm eV}=-0.2569\ {\rm hartree}.
\]
Direct diagonalization of the four-cell matrix at Gamma gives these same four levels, their positive partners and the same energy. The level at \(-3.5242\) eV appears twice because it comes from both \(k=\pi/(2a)\) and \(k=3\pi/(2a)\). The numerical output lists the comparison for \(N=1\) to 8.

The shifted two-point mesh has \(\cos ka=0\) at both points, so its energy is \(-2\sqrt A=-7.0484\) eV. The two-cell Gamma calculation gives \(-6.9321\) eV. Together the two meshes contain the four points above, and their mean is indeed
\[
\tfrac12(-7.0484-6.9321)=-6.990\ {\rm eV}.
\]

**The gap.** Since \(vw<0\), the smallest gap lies at \(k=0\), which belongs to every Gamma-centred mesh. It is \(2\times2.8284=5.657\) eV for each \(N\). If \(vw\) were positive, the smallest gap would lie at \(\pi/a\). That point folds to Gamma for even \(N\) only, so an odd supercell would overestimate the gap.

## Why equality is not convergence

**Proposition.** Let \(vw\ne0\) and \(A>2|vw|\), and define \(\eta>0\) by \(\cosh\eta=A/(2|vw|)\). For the filled lower band,
\[
|E_N-E_\infty|\le\frac{4\sqrt{2A}}{e^{N\eta}-1}.
\]

*Proof.* Put \(\theta=ka\) and \(F(\theta)=-2\sqrt{A+2vw\cos\theta}\). Expand this periodic, even function as
\[
F(\theta)=\sum_Rc_Re^{iR\theta},\qquad c_{-R}=c_R .
\]
By the geometric sum of Lemma 1, averaging \(e^{iR\theta_n}\) over the mesh gives one if \(R\) is a multiple of \(N\), and zero otherwise. The infinite chain averages over all \(\theta\) and retains \(c_0\) alone. Thus
\[
E_N-E_\infty=2\sum_{r=1}^{\infty}c_{rN}.
\]

To bound the coefficients, use evenness to write, for \(R>0\),
\[
c_R=\frac1{2\pi}\int_{-\pi}^{\pi}F(\theta)e^{iR\theta}\,d\theta .
\]
Move the path to \(\theta+i\eta'\), where \(0<\eta'<\eta\). At height \(y\le\eta'\), the real part of the quantity under the root is
\[
A+2vw\cos\theta\cosh y\ge A-2|vw|\cosh y>0 .
\]
The root is therefore analytic in the strip. The vertical sides of the path cancel by periodicity. On the new path, \(|e^{iR(\theta+i\eta')}|=e^{-R\eta'}\). Also,
\[
|\cos(\theta+i\eta')|^2=\cos^2\theta+\sinh^2\eta'\le\cosh^2\eta',
\]
so \(|F|\le2\sqrt{A+2|vw|\cosh\eta'}\le2\sqrt{2A}\). Letting \(\eta'\to\eta\) gives \(|c_R|\le2\sqrt{2A}\,e^{-R\eta}\). This also ensures that the Fourier series converges. Summing,
\[
|E_N-E_\infty|\le4\sqrt{2A}\sum_{r=1}^{\infty}e^{-rN\eta}
=\frac{4\sqrt{2A}}{e^{N\eta}-1}.\qquad\square
\]

For the example, \(\cosh\eta=12.42/4.42=2.810\), so \(\eta=1.693\). The energies relative to the infinite chain are:

| \(N\) | Error (meV/cell) | Upper bound (meV/cell) |
|---:|---:|---:|
| 1 | 1334 | 4494 |
| 2 | 58.8 | 698 |
| 3 | 5.35 | 125 |
| 4 | 0.613 | 22.9 |
| 6 | 0.011 | 0.773 |

The supercell and its matching mesh share each of these errors. For this chain, four cells, or 2 nm, bring the error below 1 meV per cell; three do not. The bound guarantees exponential convergence, but it is not an estimate of the error.

**Two limits.** If \(w=0\), the band is flat and one cell already gives the infinite-chain energy. At the opposite extreme, let \(\Delta=0\) and \(w=-v\). The gap closes, \(\eta\) goes to zero, and the bound ceases to be useful. Now
\[
A+2vw\cos\theta=2v^2(1-\cos\theta)=4v^2\sin^2(\theta/2),
\]
so \(E_N=-(4|v|/N)\sum_n\sin(\pi n/N)\). With \(x=\pi/N\), the sum is
\[
{\rm Im}\sum_{n=0}^{N-1}e^{inx}
={\rm Im}\frac{2}{1-e^{ix}}
={\rm Im}\frac{ie^{-ix/2}}{\sin(x/2)}
=\cot\frac{\pi}{2N}.
\]
Using \(\cot y=1/y-y/3+\ldots\) for small \(y\),
\[
E_N=-\frac{4|v|}{N}\cot\frac{\pi}{2N}
=-\frac{8|v|}{\pi}+\frac{2\pi|v|}{3N^2}+\ldots
\]
The error of this gapless chain falls as \(1/N^2\), not exponentially. Folding remains valid throughout.

## Where the assumptions matter

**A common Fermi level.** Put one electron per cell in the same chain, with \(N=6\). The supercell fills its three lowest levels, which come from \(k=\pi/a\) and its two nearest mesh points. Its energy is \(-3.918\) eV per cell, as is that of the mesh with common filling. If one electron were instead assigned to each \(k\), every lower-band level would be half occupied. The energy would be half that of the full band, \(-6.991/2=-3.495\) eV, which is 0.422 eV too high.

**Identical cells.** A supercell can describe distortions that a primitive cell cannot. Let \(W(H)\) be the filled-level sum at fixed electron number. It is the minimum of \({\rm Tr}(PH)\) over allowed density matrices \(P\). A minimum of linear functions is concave. If \(V\) alternates in sign between cells and \(N\) is even, translation by one cell turns \(H+V\) into \(H-V\), so both have the same \(W\). Concavity then gives
\[
W(H)\ge\tfrac12[W(H+V)+W(H-V)]=W(H+V).
\]
A perturbation that is strictly odd from cell to cell therefore cannot raise the band energy. An alternating displacement of atoms is not strictly of this kind. A hopping that depends nonlinearly on distance also acquires a second-order change common to all cells. That change is of the same order as the lowering and can have either sign. Changing \(v\) by \(+5\%\) and \(-5\%\) in successive cells of the eight-cell chain lowers it by 1.46 meV per cell. Whether the distortion occurs also depends on its elastic cost, which this model omits.

**Self-consistency.** In a mean-field calculation, the Hamiltonian depends on the electron density. Take a primitive density that is self-consistent on the matching \(N\)-point mesh. Copying it into every cell gives the supercell the same Hamiltonian. For a filled band, Lemma 2 then returns the same density, since the waves have equal weight in every cell. The copied solution is therefore self-consistent too. A density converged on a different mesh is in general not self-consistent in this supercell. Ionic and double-counting energies also agree per cell if both calculations treat them alike.

This argument does not exclude other solutions of the supercell. For one simple model, any such solution must have the same energy. Let
\[
\mathcal E[P]={\rm Tr}(PH_0)+\frac U4\sum_i(n_i-n_i^0)^2,\qquad U>0,
\]
where \(n_i\) is the occupation of orbital \(i\), and \(n_i^0\) is 2 for oxygen and 0 for hafnium. Its derivative gives the mean-field Hamiltonian \(H[P]\), with level shifts \(U(n_i-n_i^0)/2\). Since \(\mathcal E\) is convex, any allowed \(P'\) satisfies
\[
\mathcal E[P']\ge\mathcal E[P]+{\rm Tr}\{(P'-P)H[P]\}\ge\mathcal E[P].
\]
The last step holds because a self-consistent \(P\) fills the lowest levels of \(H[P]\). Every such solution thus has the same, minimum energy. This argument does not cover a general density functional, which need not be convex.

With \(U=3\) eV and \(N=4\), a supercell started from uneven occupations and a primitive mesh both reach \(-6.9447\) eV per cell. The occupations are 1.835 on oxygen and 0.165 on hafnium. The repulsion term contributes \((3/4)\times2\times0.165^2=0.041\) eV of the total rise of 0.046 eV above the bare four-cell energy. The rest is the cost of moving the density away from the minimum of the bare band energy.

**Three dimensions.** For an \(N_1\times N_2\times N_3\) supercell, apply Lemma 1 along each axis. The matching mesh has \(N_1N_2N_3\) points. As an example, couple parallel chains by a hopping of 0.2 eV between neighbouring oxygen orbitals in both transverse directions. A \(2\times2\times2\) mesh then has an error of 57 meV per cell relative to a \(12\times12\times12\) mesh. On the dense mesh, the coupling changes the energy by \(-3.5\) meV per cell relative to the isolated infinite chain.

## The model beside a hafnia capacitor

The spacing of 0.5 nm and the gap of 5.7 eV are in the rough range of hafnia, but \(\Delta\), \(v\) and \(w\) are round parameters, not fitted ones. The polar orthorhombic crystal has 12 atoms in its primitive cell and several p and d bands, against two orbitals here. The convergence table therefore cannot set the mesh for real hafnia; that requires increasing the mesh for the actual crystal and the quantity of interest. Real films also contain vacancies and domain walls, which break the assumption of identical cells. The 1.46 meV shift above describes a mild bond modulation and does not estimate the effect of a vacancy.

Thermal excitation is negligible in this model. With the chemical potential midway between levels \(\pm\varepsilon\), and \(f\) the Fermi occupation of the upper one, the energy of a pair including spin is
\[
2[-\varepsilon(1-f)+\varepsilon f]=-2\varepsilon+4\varepsilon f.
\]
The rise \(4\varepsilon f\), averaged over the band, is about \(7\times10^{-17}\) eV per cell even at 873 K, a rough annealing temperature.

An applied field is a larger omission. A field of 2 MV/cm is 0.2 V/nm, or 0.1 V per cell and 2 V across a 10 nm film. The linear potential differs from cell to cell, so the folding theorem does not apply to it directly. For a uniform field, the 2 eV change in electron energy across the film is less than the model gap, so valence states at one side do not align with conduction states at the other. This comparison does not address leakage through defects or from the electrodes.

## Numbers as computed

```
Lattice constant: 0.50 nm
Half on-site difference delta: 2.80 eV
Hoppings v, w: 1.70, -1.30 eV
A: 12.4200 eV^2
Band gap at Gamma: 5.656854 eV
Four-point mesh: n, k (1/nm), lower band (eV), upper band (eV)
  0  0.000000  -2.828427  2.828427
  1  3.141593  -3.524202  3.524202
  2  6.283185  -4.103657  4.103657
  3  9.424778  -3.524202  3.524202
Gamma levels, four-cell supercell (eV):
  -4.103657 -3.524202 -3.524202 -2.828427 2.828427 3.524202 3.524202 4.103657
N, length (nm), E Gamma (eV/cell), E mesh (eV/cell)
  1  0.5  -5.656854249  -5.656854249
  2  1.0  -6.932084030  -6.932084030
  3  1.5  -6.985509150  -6.985509150
  4  2.0  -6.990244053  -6.990244053
  5  2.5  -6.990778270  -6.990778270
  6  3.0  -6.990846251  -6.990846251
  7  3.5  -6.990855553  -6.990855553
  8  4.0  -6.990856889  -6.990856889
N, error from infinite chain (meV/cell), error bound (meV/cell)
  1  1334.002874  4494.167392
  2  58.773093  698.291333
  3  5.347974  124.888319
  4  0.613071  22.857670
  5  0.078854  4.200978
  6  0.010872  0.772681
  7  0.001571  0.142138
  8  0.000235  0.026148
Infinite-chain energy: -6.990857123 eV/cell
Four-cell energy: -0.256886731 hartree/cell
Decay parameter eta: 1.693034 (dimensionless)
Shifted two-point mesh energy: -7.048404 eV/cell
One electron per cell, N = 6 (eV/cell):
  Gamma supercell -3.917831, common -3.917831
  separate filling at each k -3.495423
Mean-field U: 3.00 eV; N = 4
  O, Hf occupations: 1.835196, 0.164804 electrons
  Gamma, mesh: -6.944713490, -6.944713490 eV/cell
  Change from bare chain: 0.045531 eV/cell
Interchain oxygen hopping: 0.20 eV
  Dense 3D energy change: -3.515893 meV/cell
  2x2x2 mesh error: 56.774727 meV/cell
Thermal rise at 300 K: 2.536e-48 eV/cell
Thermal rise at 873 K: 6.823e-17 eV/cell
Alternating bond modulation: 5.0 percent
  Band-energy change: -1.462732 meV/cell
Field: 2.0 MV/cm; film: 10.0 nm
  Drop per cell, film: 0.100, 2.000 V
```
